# Spin-orbit constant and magnetic two-electron operators of an f shell, part 3

An atom or ion has closed shells \(c=n'l'\) and an open shell \(a=nl\) with \(N\) electrons. Its spin-dependent Breit-Pauli interactions, to first order within the configuration, are \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i+H_{\rm res}+H_{ss}\). Atomic units are used; \(\alpha\) is the fine-structure constant, \(Z\) the nuclear charge, \(P\) a normalized radial function (\(\int P^2dr=1\)), \(\langle\cdot\rangle=\int P_a^2(\cdot)\,dr\), \(\Lambda_x=x(x+1)\), \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\), \(g_k=r_<^k/r_>^{k+1}\).

**Parts (b), (c).** With \(\rho=P_aP_c\), \(v_k(r_1)=\int g_k\rho(r_2)\,dr_2\), \(W=P_aP_c'-P_cP_a'\),

\[ N^k = \frac{\alpha^2}{4}\iint_{r_1>r_2}\rho(r_1)\frac{r_2^k}{r_1^{k+3}}\rho(r_2), \quad U^k = \frac{\alpha^2}{4}\int\frac{W}{r}\,v_k\,dr, \]

\[ \zeta_{\rm ex}(c) = -\frac{6(2l'+1)}{\Lambda_l}\sum_kw_k\Big\{-\big[(k+1)a_k+\tfrac k2b_k\big]N^k+\big[ka_k+\tfrac{k+1}2b_k\big]N^{k-2}-\tfrac12b_kU^k\Big\}, \]

\(a_k=\Lambda_l+\Lambda_{l'}-\Lambda_k\), \(b_k=\Lambda_l+\Lambda_k-\Lambda_{l'}\), \(w_k=(l\,k\,l';0\,0\,0)^2\). \(M^k(a,c)\) is \(N^k\) with \(\rho(r_1)\rho(r_2)\) replaced by \(P_a^2(r_1)P_c^2(r_2)\); \(M^k\equiv M^k(a,a)\). The direct term of a very compact shell replaces \(Z\) by \(Z-(4l'+2)\). Exchange was shown to lower \(\zeta\) only for nodeless s core and open-shell functions with \(P_c/P_a\) decreasing outward.

**Part (d).** With \(\mathbf O^{kq}=\tfrac12\{C^k_q,\mathbf l\}\), lower index denoting its rank part, and \(k\) even,

\[ \boldsymbol{\mathcal A}_1 = \sum_{kq}(-1)^q(2k+1)\big[-M^k\,\mathbf O^{kq}_{k+1}(1)+M^{k-2}\,\mathbf O^{kq}_{k-1}(1)\big]C^k_{-q}(2), \]

\[ h_{12} = 2\big[\boldsymbol{\mathcal A}_1\cdot(\mathbf s_1+2\mathbf s_2)+\boldsymbol{\mathcal A}_2\cdot(\mathbf s_2+2\mathbf s_1)\big]. \]

**Part (e).** \(H_{oo}=\sum_{i<j}h_{ij}=(N-1)\,c\sum_i\mathbf l_i\cdot\mathbf s_i+H_{\rm res}\), with \(H_{\rm res}\) trace-orthogonal to \(\sum_i\mathbf l_i\cdot\mathbf s_i\), and

\[ c = \frac{\zeta_{\rm full}}{4l}, \qquad \zeta = \frac{\alpha^2}2Z\langle r^{-3}\rangle+\sum_{c\ \rm closed}\big[-2(4l'+2)M^0(a,c)+\zeta_{\rm ex}(c)\big]+(N-1)\,c. \]

For f, \(\zeta_{\rm full}\) is \(-28M^0\) (direct) plus \(6M^0+2M^2+\tfrac{10}{11}M^4\) (exchange), so \(c = -\tfrac{11}6M^0+\tfrac16M^2+\tfrac5{66}M^4\).

**Part (f).** \(H_{ss}=\sum_{i<j}h^{ss}_{ij}\), where

\[ h^{ss}_{12} = -4\sum_kc_kM^k\sum_{\mu q}(-1)^{\mu+q}[s_1s_2]^2_{-\mu}\langle kq2\mu|k+2,q+\mu\rangle\big[C^{k+2}_{q+\mu}(1)C^k_{-q}(2)+(1\leftrightarrow2)\big], \]

\(c_k=\sqrt{(k+1)(k+2)(2k+1)(2k+3)}\), and \([s_1s_2]^2_\mu\) is Clebsch-Gordan coupling to rank 2. An additional rank-2 delta term vanishes between antisymmetric states.

"The program" is the numerical check of these formulas, using model shells and Gaussian integrals.

**(g)** Find the form of \(\zeta\sum\mathbf l\cdot\mathbf s\), \(H_{\rm res}\) and \(H_{ss}\) inside a triplet term of f², and obtain the \(M^0\) coefficients for \(^3H\) by hand.

*Solution.* With \(\mathbf S=\mathbf s_1+\mathbf s_2\) and \(\boldsymbol\Delta=\mathbf s_1-\mathbf s_2\), \(\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2 = \tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot\boldsymbol\Delta\). The operator \(\boldsymbol\Delta\) is odd under spin exchange and links only singlets with triplets, so inside a triplet term the one-electron operator is \((\zeta/2)\mathbf L\cdot\mathbf S\). \(H_{\rm res}\) is a scalar product of an orbital vector and a spin vector; by the Wigner-Eckart theorem it equals \(\lambda\,\mathbf L\cdot\mathbf S\) inside a term, with \(\lambda\) depending on the term. \(H_{ss}\) is a scalar product of two rank-2 tensors, hence proportional to \(Q_{ab}(\mathbf L)Q_{ab}(\mathbf S)\) with \(Q_{ab}(\mathbf L)=\tfrac12\{L_a,L_b\}-\tfrac13\delta_{ab}\Lambda_L\). Writing \(L_aL_b=\tfrac12\{L_a,L_b\}+\tfrac i2\epsilon_{abc}L_c\), and the same for \(\mathbf S\), the product \(L_aL_bS_aS_b=(\mathbf L\cdot\mathbf S)^2\) equals the symmetric contraction plus \((i/2)^2\cdot2\,\mathbf L\cdot\mathbf S\). The trace terms give \((-\tfrac23+\tfrac13)\Lambda_L\Lambda_S\). So

\[ H_{ss}=D\,Y, \qquad Y=X^2+\tfrac12X-\tfrac13\Lambda_L\Lambda_S, \qquad X=\mathbf L\cdot\mathbf S=\tfrac12(\Lambda_J-\Lambda_L-\Lambda_S). \]

An energy linear in \(X\) has \(E_J-E_{J-1}\propto J\), the Landé rule. In first order \(H_{\rm res}\) keeps the rule and \(H_{ss}\) breaks it.

The state \(^3H_6\), \(M_J=6\), is the single determinant of \(m=3\uparrow\) and \(m=2\uparrow\), with \(X=5\) and \(Y=25+2.5-20=7.5\). Inside the shell \(C^2_q=\kappa T_q\), where replacing coordinates by \(\mathbf l\) in \(2C^2_0\) and \(2C^2_{\pm1}\) gives \(T_0=3l_z^2-12\) and \(T_{\pm1}=\mp\sqrt{3/2}\,\{l_z,l_\pm\}\). For \(m=l\), \(|Y_{ll}|^2\propto\sin^{2l}\theta\) has \(\langle\cos^2\theta\rangle=1/(2l+3)=1/9\), so \(\langle C^2_0\rangle=-1/3\), while \(T_0=15\); thus \(\kappa=-1/45\). For \(m=2\), \(T_0=0\).

For spin-spin, \(k=0\) has \(c_0=\sqrt6\) and the orbital factor \(C^2_\mu(1)+C^2_\mu(2)\). Only \(\mu=0\) is diagonal; \([s_1s_2]^2_0=(3s_{1z}s_{2z}-\mathbf s_1\cdot\mathbf s_2)/\sqrt6=1/(2\sqrt6)\) for two up spins, the orbital factor is \(-\tfrac13+0\), and the exchange element vanishes because the factor 1 of the other electron cannot change \(m\). The energy is \(-4\sqrt6\cdot\frac1{2\sqrt6}\cdot(-\tfrac13)M^0=\tfrac23M^0\), so \(D\) contains \((2/3)/7.5=4/45\) times \(M^0\).

For \(h_{12}\), both spin vectors have expectation \(\tfrac32\hat{\mathbf z}\), so \(E=3\langle\mathcal A_{1z}+\mathcal A_{2z}\rangle\), direct minus exchange. \(M^0\) arises from \(k=0\), as \(-l_z\), giving the direct value \(-(3+2)=-5\) and no exchange, and from \(k=2\), as \(5\sum_q(-1)^qO^{2q}_{1,z}(1)C^2_{-q}(2)\). The rank-1 parts follow by trace projection, tensors of different rank being orthogonal. For \(q=0\), \(l_z^3\) projects on \(l_z\) with \(\sum m^4/\sum m^2=196/28=7\), so \(l_zT_0\to(21-12)l_z\) and \(5O_1=5\kappa\cdot9\,l_z=-l_z\). The direct values are \(-3\cdot0\) and \(-2\cdot(-\tfrac13)\), together \(+\tfrac23\). For \(q=+1\), the element of \(\tfrac12\{T_{+1},l_z\}\) from \(m\) to \(m+1\) is \(-\sqrt{3/2}\,\tfrac12(2m+1)^2\ell_m\), with \(\ell_m^2=12-m(m+1)=6,10,12,12,10,6\) for \(m=-3,\dots,2\). The projection of \((2m+1)^2\) on \(l_+\) is \(2(25\cdot6+9\cdot10+12)/56=9\). Then \(5\langle3|O_1|2\rangle=5\cdot(-\tfrac1{45})\cdot(-\sqrt{3/2})\cdot\tfrac92\cdot\sqrt6=\tfrac32\), and \(\langle2|C^2_{-1}|3\rangle=\kappa\sqrt{3/2}\cdot5\sqrt6=-\tfrac13\). With \((-1)^q=-1\) the exchange element of \(\mathcal A_{1z}\) is \(+\tfrac12\), and that of \(\mathcal A_{2z}\), its conjugate, is also \(+\tfrac12\). The total is \(3(-5+\tfrac23-1)=-16\), so \(h_{12}\) gives \(-\tfrac{16}5M^0X\). Subtracting \(c/2\), \(\lambda\) contains \(-\tfrac{16}5+\tfrac{11}{12}=-\tfrac{137}{60}\).

The remaining coefficients follow from the \(91\times91\) matrices of the operators of parts (d) to (f), as \(\lambda={\rm Tr}(H_{\rm res}X)/{\rm Tr}X^2\) and \(D={\rm Tr}(H_{ss}Y)/{\rm Tr}Y^2\) inside each term; the program evaluates them and tests the proportionality to \(X\) and \(Y\). The coefficients of \(M^0,M^2,M^4\) are:

| Term | \(\lambda\) | \(D\) |
|---|---|---|
| \(^3P\) | \(-61/12,\ -145/12,\ -1805/132\) | \(-12/5,\ -24/5,\ -60/11\) |
| \(^3F\) | \(-49/12,\ -5/12,\ 35/132\) | \(-4/45,\ 32/45,\ -160/99\) |
| \(^3H\) | \(-137/60,\ 313/660,\ 361/1452\) | \(4/45,\ -136/495,\ -1060/14157\) |

The \(M^0\) coefficients of \(\lambda\) are all negative, although \(H_{\rm res}\) is orthogonal to the one-electron operator. The singlet-triplet blocks must then supply a trace of the opposite sign, and the spin structure shows how: \(h_{12}=3(\boldsymbol{\mathcal A}_1+\boldsymbol{\mathcal A}_2)\cdot\mathbf S-(\boldsymbol{\mathcal A}_1-\boldsymbol{\mathcal A}_2)\cdot\boldsymbol\Delta\), whose \(k=0\) piece is \(M^0[-3\mathbf L\cdot\mathbf S+(\mathbf l_1-\mathbf l_2)\cdot\boldsymbol\Delta]\). The two parts have opposite signs, whereas in the one-electron operator both have weight \(+\tfrac12\). No single \(\zeta\) can imitate this. The \(k=0\) piece gives \(-3\) in every triplet term; the \(k=2\) multipole adds \(-3\), \(-2\), \(-\tfrac15\) for \(^3P\), \(^3F\), \(^3H\), and subtracting \(c/2\) adds \(+\tfrac{11}{12}\), so the differences between the terms come from \(k=2\).

**(h)** Evaluate \(\zeta\) for the free ion Pr³⁺ (\(Z=59\), 54 core electrons and 4f²) from non-relativistic Hartree-Fock orbitals.

*Solution.* The orbitals minimize the average energy of the configuration, each radial function being expanded in Gaussians \(r^{l+1}e^{-ar^2}\) with \(a=0.08\cdot2^i\) bohr⁻² (25, 21, 16, 13 functions for s, p, d, f). The energy is \(-8919.76\) hartree and the virial ratio 2.000006; the same code reproduces the energy of an independent calculation for Zn²⁺ in a common basis, \(-1775.09280\) hartree. The unit is \(\alpha^2/4=2.921830\) cm⁻¹ bohr³.

With \(\langle r^{-3}\rangle=5.4751\) bohr⁻³, one unit of charge is worth \(2\cdot2.921830\cdot5.4751=31.995\) cm⁻¹, and \(\zeta_{\rm nuc}=59\cdot31.995=1887.7\) cm⁻¹. The core terms in cm⁻¹ are:

| Shell | direct | exchange | Shell | direct | exchange |
|---|---|---|---|---|---|
| 1s | −63.98 | −0.04 | 2p | −188.37 | −7.19 |
| 2s | −62.17 | −3.46 | 3p | −136.68 | −33.17 |
| 3s | −44.42 | −11.36 | 4p | −42.36 | −2.42 |
| 4s | −14.73 | −1.20 | 5p | −5.36 | +1.07 |
| 5s | −2.17 | +0.43 | 3d | −246.62 | −49.98 |
| | | | 4d | −63.91 | +0.21 |

The 1s term is at the compact limit of part (b), \(-2\cdot31.995=-63.99\). The 3d shell reaches \(246.62/319.95=77\%\) of its limit, 4d 20% and 5p 3%. The direct sum \(-870.8\) equals 27.2 units of charge, half of the 54 core electrons, because the weight \(P_{4f}^2/r^3\) samples only the charge enclosed at small radii.

The 4d exchange term shows the arithmetic of part (c). Here \(\Lambda_l=12\), \(\Lambda_{l'}=6\), the prefactor is \(-6\cdot5/12=-5/2\), and \(w_k=3/35,\ 4/105,\ 10/231\) for \(k=1,3,5\). The integrals in cm⁻¹ are \(N^{-1},N^1,N^3,N^5=2.2675,\ 1.6060,\ 1.1193,\ 0.8381\) and \(U^1,U^3,U^5=5.2182,\ 1.2630,\ 0.4774\).

- \(k=1\) (\(a=16,b=8\)): \(-36N^1+24N^{-1}-4U^1=-57.816+54.420-20.873=-24.269\), times \(w\): \(-2.0802\).
- \(k=3\) (\(a=6,b=18\)): \(-51N^3+54N^1-9U^3=-57.084+86.724-11.367=18.273\), times \(w\): \(0.6961\).
- \(k=5\) (\(a=-12,b=36\)): \(-18N^5+48N^3-18U^5=-15.086+53.726-8.593=30.047\), times \(w\): \(1.3007\).

The sum is \(-0.083\), and \(\zeta_{\rm ex}(4d)=+0.21\) cm⁻¹: a near cancellation of multipoles, not a small overlap. The 5s and 5p terms are also positive, so exchange with these shells does not screen. The sign argument of part (c) covers only a nodeless s core and does not fix these signs. The \(n=3\) shells give \(-94.5\) of the total \(-107.1\) cm⁻¹. Exchange lowers the central-field value 1016.9 to 909.8 cm⁻¹, by 10.5% of the former.

With \(M^0,M^2,M^4=2.2255,\ 1.2457,\ 0.8454\) cm⁻¹, the open-shell term is \(-28\cdot2.2255/12=-5.193\) direct and \((13.353+2.491+0.769)/12=1.384\) exchange, so \(c=-3.81\) cm⁻¹, and \(N-1=1\):

\[ \zeta=1887.70-870.77-107.10-3.81=906\ {\rm cm}^{-1}=0.112\ {\rm eV}, \]

an effective charge of 28.3. A coarser basis with ratio 2.3 gives 906.85 against 906.02, a change of 0.09% of \(\zeta\). Finer and wider bases (ratios 1.85 and 1.7) both give 906.07, so the basis error of \(\zeta\) is about 0.05 cm⁻¹. In them the energy falls by about 0.01 hartree to \(-8919.77\), \(\langle r^{-3}\rangle\) becomes 5.4753, the core terms change by at most 0.01 cm⁻¹, and the levels \(^3H_5\), \(^3H_6\), \(^3P_2\) of part (i) rise by 0.1 to 0.4 cm⁻¹. The error of the model itself is much larger. Values fitted to spectra are roughly 750 to 770 cm⁻¹. The model omits the indirect relativistic expansion of 4f by the contracted inner shells and electron correlation; their shares in the excess are not evaluated here. The formulas do not apply when the radial function depends on \(j\) or on spin. With a second open shell the closed-shell terms remain valid, but the magnetic interaction between the two open shells must be added; configuration interaction likewise adds magnetic matrix elements between configurations.

**(i)** Compute the effect of \(H_{\rm res}+H_{ss}\) on the levels of Pr³⁺ in this model, in first order and with full mixing of terms.

*Solution.* For \(^3H\), \(\lambda=-5.082+0.591+0.210=-4.281\) and \(D=0.1978-0.3423-0.0633=-0.2077\) cm⁻¹. In the same way \(\lambda=-9.383\), \(D=-0.6783\) for \(^3F\), and \(\lambda=-37.926\), \(D=-15.932\) for \(^3P\). Relative to \(\zeta/2=453.01\), the residual lowers the Landé constant by 0.9%, 2.1% and 8.4%.

For \(^3H_{4,5,6}\), \(X=-6,-1,5\) and \(Y=13,-19.5,7.5\). With \(453.01-4.281=448.73\),

\[ E_5-E_4=5(448.73)-32.5(-0.2077)=2250.4, \qquad E_6-E_5=6(448.73)+27(-0.2077)=2686.8\ {\rm cm}^{-1}, \]

a ratio of 1.194 instead of the Landé value 1.2.

Full mixing uses the \(91\times91\) matrix with the Coulomb operator \(\sum_kF^kC^k(1)\cdot C^k(2)\), \(F^k=\iint P^2g_kP^2\), and \(F^2,F^4,F^6=104092,\ 65507,\ 47183\) cm⁻¹. Energies above the ground level \(^3H_4\) (weight 0.97), in cm⁻¹, are:

| Level (weight) | \(\zeta\) only | full | shift |
|---|---|---|---|
| \(^3H_5\) (1.00) | 2541.9 | 2532.4 | −9.5 |
| \(^3H_6\) (1.00) | 5209.9 | 5167.6 | −42.3 |
| \(^3F_2\) (0.98) | 7178.7 | 7189.7 | +11.0 |
| \(^1G_4\) (0.50) | 8820.9 | 8776.1 | −44.8 |
| \(^3F_3\) (1.00) | 8814.4 | 8811.0 | −3.4 |
| \(^3F_4\) (0.52) | 12250.0 | 12234.4 | −15.6 |
| \(^1D_2\) (0.93) | 24936.4 | 24913.2 | −23.2 |
| \(^1I_6\) (1.00) | 29875.4 | 29859.0 | −16.4 |
| \(^3P_0\) (0.99) | 31096.2 | 31123.5 | +27.3 |
| \(^3P_1\) (1.00) | 31813.4 | 31846.8 | +33.4 |
| \(^3P_2\) (0.94) | 33188.9 | 33140.5 | −48.4 |
| \(^1S_0\) (0.99) | 68642.5 | 68628.8 | −13.7 |

The decimals serve to form the shifts; the level positions inherit the errors of uncorrelated \(F^k\) and of \(\zeta\).

The values \(J=1,3,5\) occur once each in f², so \(^3P_1\), \(^3F_3\) and \(^3H_5\) cannot mix and their first-order shifts are exact in this model. All have \(X=-1\), with \(Y=-5/6,\ -7.5,\ -19.5\). The absolute shifts \(-\lambda+DY\) are \(37.93+13.28=51.20\), \(9.38+5.09=14.47\) and \(4.28+4.05=8.33\) cm⁻¹. Their differences from \(^3H_5\), 42.9 and 6.1, match the table: \(33.4+9.5\) and \(-3.4+9.5\). The ground level itself has therefore risen by \(8.33+9.5=17.8\) cm⁻¹, against \(-6\lambda+13D=23.0\) for pure \(^3H_4\); the difference comes from its admixture of the other two \(J=4\) states, the only effect absent in first order.

The \(^3H\) interval ratio is already \(2668.0/2541.9=1.050\) with \(\zeta\) alone and becomes \(2635.2/2532.4=1.041\) with the residual operators. In this model the departure from 1.2 is mostly due to term mixing by \(\zeta\), and the magnetic two-electron operators change the ratio by a further 0.009. The two upper \(J=4\) levels have leading weights of 0.50 and 0.52, so their labels are nominal. The lower of them lies 6.5 cm⁻¹ above \(^3F_3\) with \(\zeta\) alone and 34.9 cm⁻¹ below it in the full calculation; this inversion rests on a near coincidence set by the computed \(F^k\) and \(\zeta\) and is a property of the model, not a prediction for the ion.

## Computed values

```
model: 20 shell pairs, largest relative error of exchange formula = 3.7e-08
model: rank-2 delta term / smooth spin-spin integrals (raw, max ratio) = 0.901
zeta_full coefficients of M0,M2,M4: -22 2 10/11
c coefficients of M0,M2,M4: -11/6 1/6 5/66
model: projected zeta/c in f^3 = 2.000000, in f^13 = 12.000000
3P lambda_res: -61/12 -145/12 -1805/132 | D: -12/5 -24/5 -60/11
3F lambda_res: -49/12 -5/12 35/132 | D: -4/45 32/45 -160/99
3H lambda_res: -137/60 313/660 361/1452 | D: 4/45 -136/495 -1060/14157
Zn2+ HF energy: radial code -1775.09280 Eh, pyscf -1775.09280 Eh
alpha = 0.007297353, 1 Eh = 219474.63 cm^-1, alpha^2/4 = 2.921830 cm^-1 bohr^3
Pr3+ Z = 59, basis s,p,d,f = [25, 21, 16, 13], exponents 0.08*2^i bohr^-2
E(HF) = -8919.7566 Eh, -V/T = 2.000006, eps(4f) = -1.5962 Eh
<r^-3>(4f) = 5.4751 bohr^-3, zeta_nuc = 1887.70 cm^-1
1s: direct   -63.980  exchange   -0.038 cm^-1
2s: direct   -62.173  exchange   -3.458 cm^-1
3s: direct   -44.422  exchange  -11.360 cm^-1
4s: direct   -14.725  exchange   -1.196 cm^-1
5s: direct    -2.173  exchange    0.432 cm^-1
2p: direct  -188.365  exchange   -7.191 cm^-1
3p: direct  -136.683  exchange  -33.169 cm^-1
4p: direct   -42.359  exchange   -2.417 cm^-1
5p: direct    -5.361  exchange    1.069 cm^-1
3d: direct  -246.624  exchange  -49.980 cm^-1
4d: direct   -63.905  exchange    0.208 cm^-1
4f-4d N^-1,N^1,N^3,N^5 = 2.2675 1.6060 1.1193 0.8381 cm^-1
4f-4d U^1,U^3,U^5 = 5.2182 1.2630 0.4774 cm^-1
core direct sum = -870.77, core exchange sum = -107.10 cm^-1
nuclear + core direct = 1016.93, plus core exchange = 909.83 cm^-1
M0,M2,M4 = 2.2255 1.2457 0.8454 cm^-1; M2/M0 = 0.560, M4/M0 = 0.380
open-shell c = -3.808 cm^-1 (direct -5.193, exchange 1.384)
zeta(4f^2) = 906.02 cm^-1 = 0.11233 eV; ratio-2.3 basis 906.85 cm^-1
effective charge zeta/(alpha^2 <r^-3>/2) = 28.32
F2,F4,F6 = 104092 65507 47183 cm^-1
3P: zeta/2 = 453.01, lambda_res = -37.926, D = -15.9323 cm^-1
3F: zeta/2 = 453.01, lambda_res = -9.383, D = -0.6783 cm^-1
3H: zeta/2 = 453.01, lambda_res = -4.281, D = -0.2077 cm^-1
first-order 3H: E5-E4 = 2250.40, E6-E5 = 2686.77 cm^-1, ratio 1.1939 (Lande 1.2)
level (weight): zeta only | with Hres+Hss | shift, cm^-1
3H4 (0.97):       0.0 |       0.0 |     0.0
3H5 (1.00):    2541.9 |    2532.4 |    -9.5
3H6 (1.00):    5209.9 |    5167.6 |   -42.3
3F2 (0.98):    7178.7 |    7189.7 |    11.0
1G4 (0.50):    8820.9 |    8776.1 |   -44.8
3F3 (1.00):    8814.4 |    8811.0 |    -3.4
3F4 (0.52):   12250.0 |   12234.4 |   -15.6
1D2 (0.93):   24936.4 |   24913.2 |   -23.2
1I6 (1.00):   29875.4 |   29859.0 |   -16.4
3P0 (0.99):   31096.2 |   31123.5 |    27.3
3P1 (1.00):   31813.4 |   31846.8 |    33.4
3P2 (0.94):   33188.9 |   33140.5 |   -48.4
1S0 (0.99):   68642.5 |   68628.8 |   -13.7
```
